# Transverse and longitudinal currents on a grid: projector, Nyquist modes and images

## 1. The form fixed by symmetry

A current density $\mathbf j(\mathbf r)$ is to be separated into a curl-free part $\mathbf j_L$ and a divergence-free part $\mathbf j_T$. In infinite space the operation should be linear and commute with translations, so it multiplies each Fourier component by a matrix $P_{ij}(\mathbf k)$. Rotation and reflection symmetry leave only $\delta_{ij}$ and $k_ik_j$ to build it from. No length enters the definition, so the coefficients cannot depend on $k=|\mathbf k|$ except through dimensionless combinations:

$$P_{ij}(\mathbf k)=\alpha\,\delta_{ij}+\beta\,\frac{k_ik_j}{k^2}.$$

A gradient has its amplitude along $\mathbf k$ and must be kept, so $\alpha+\beta=1$. A divergence-free field has its amplitude perpendicular to $\mathbf k$ and must be removed, so $\alpha=0$. Hence

$$\hat{\mathbf j}_L(\mathbf k)=\frac{\mathbf k\,(\mathbf k\cdot\hat{\mathbf j}(\mathbf k))}{k^2},\qquad \hat{\mathbf j}_T=\hat{\mathbf j}-\hat{\mathbf j}_L. \tag{1}$$

The matrix depends on the direction of $\mathbf k$ but not on its length. It therefore has no limit at $\mathbf k=0$, and its real-space kernel scales as $r^{-3}$. The first property leaves the uniform current undecided; the second makes periodic images interact through a dipolar tail.

Hartree atomic units are used, and $\mathbf j$ is the particle-number current; an electron's charge current is $-\mathbf j$. Continuity reads $\nabla\cdot\mathbf j_L=-\partial_t n$, with $n$ the number density, so $\mathbf j_L$ accompanies the changing Coulomb field. If $\mathbf j_L=\nabla\varphi$ and the vector potential obeys $\nabla\cdot\mathbf A=0$, integration by parts gives

$$\int\mathbf j_L\cdot\mathbf A\,d^3r=-\int\varphi\,\nabla\cdot\mathbf A\,d^3r=0$$

when surface terms vanish. In Coulomb gauge it is $\mathbf j_T$ that couples to $\mathbf A$.

## 2. A free-space reference

Let $G(r)=-1/(4\pi r)$, so that $\nabla^2G=\delta$. Taking the divergence of $\mathbf j_L=\nabla\varphi$ gives $\nabla^2\varphi=\nabla\cdot\mathbf j$. For a localized current the decaying solution is $\varphi=G*\nabla\cdot\mathbf j$, where $*$ denotes convolution.

Take $\mathbf j=\mathbf M g(r)$, with $g$ spherical and normalized to one, so that $\mathbf M=\int\mathbf j\,d^3r$. Define $\Phi=G*g$. Then $\varphi=\mathbf M\cdot\nabla\Phi$ and $\nabla^2\Phi=g$. Gauss's theorem gives

$$\Phi'(r)=\frac{q(r)}{4\pi r^2},\qquad q(r)=\int_0^r4\pi s^2g(s)\,ds.$$

For a radial function, with $\mathbf n=\mathbf r/r$,

$$\partial_i\partial_j\Phi=\delta_{ij}\frac{\Phi'}r+n_in_j\left(\Phi''-\frac{\Phi'}r\right).$$

The radial Poisson equation is $\Phi''+2\Phi'/r=g$. Writing $a=\Phi'/r=q/(4\pi r^3)$, we have $\Phi''-\Phi'/r=g-3a$, and therefore

$$\mathbf j_L=\mathbf M a+\mathbf n(\mathbf n\cdot\mathbf M)(g-3a). \tag{2}$$

At the centre $q\simeq4\pi r^3g(0)/3$, so $a=g(0)/3$ and $\mathbf j_L=\mathbf j/3$. Outside the source $g\to0$ and $q\to1$, which gives

$$\mathbf j_T=-\mathbf j_L=\frac{3\mathbf n(\mathbf n\cdot\mathbf M)-\mathbf M}{4\pi r^3}. \tag{3}$$

For a general localized current, (3) is the leading far field when $\mathbf M\ne0$. Thus $\mathbf j_T$ extends beyond the matter that carries $\mathbf j$; the two tails cancel in the sum.

Averaging (2) over directions replaces $n_in_j$ by $\delta_{ij}/3$ and leaves $\mathbf Mg/3$. The integral of $\mathbf j_T$ over a large concentric ball is therefore $2\mathbf M/3$. This does not reduce the dipole coupling to a long wave: for a polarization $\mathbf e\perp\mathbf k$, (1) gives $\mathbf e\cdot\hat{\mathbf j}_T(\mathbf k)=\mathbf e\cdot\hat{\mathbf j}(\mathbf k)\to\mathbf e\cdot\mathbf M$. The ball integral and the directional limit differ because the tail is not absolutely integrable.

**A current from a wavefunction.** Consider one electron in an isotropic harmonic trap of frequency $\omega$, at the instant when its state is $\psi=(\phi_0+i\phi_z)/\sqrt2$. Here $\phi_0^2=(\omega/\pi)^{3/2}e^{-\omega r^2}$ and $\phi_z=\sqrt{2\omega}\,z\phi_0$. Then

$$\mathbf j=\operatorname{Im}(\psi^*\nabla\psi)=\tfrac12(\phi_0\nabla\phi_z-\phi_z\nabla\phi_0)=\tfrac12\phi_0^2\,\nabla\!\left(\frac{\phi_z}{\phi_0}\right)=\sqrt{\frac\omega2}\,\phi_0^2\,\hat{\mathbf z}.$$

This has the form $\mathbf Mg$ with $M=\sqrt{\omega/2}$ and

$$q(r)=\operatorname{erf}(\sqrt\omega\,r)-2r\sqrt{\omega/\pi}\,e^{-\omega r^2}.$$

For $\omega=1$ hartree, $M=0.7071$ a.u. The central current is $0.12699$ a.u., and its longitudinal part is $0.12699/3=0.04233$ a.u. At $z=3$ bohr on the axis, $j_{T,z}=4.166\times10^{-3}$ a.u.

## 3. The discrete projector and the Nyquist planes

On an orthogonal periodic grid with $N$ points per side, spacing $h$ and $L=Nh$, let

$$\hat{\mathbf j}(\mathbf k)=\sum_{\mathbf r}\mathbf j(\mathbf r)e^{-i\mathbf k\cdot\mathbf r},\qquad \mathbf j(\mathbf r)=N^{-3}\sum_{\mathbf k}\hat{\mathbf j}(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

A real field obeys $\hat{\mathbf j}(-\mathbf k)=\hat{\mathbf j}(\mathbf k)^*$. The projected field is real if $P(-\mathbf k)=P(\mathbf k)$, which (1) satisfies when $-\mathbf k$ is available on the grid.

For even $N$, the components $+K$ and $-K$, with $K=\pi/h$, share one sample. A transform library stores one sign, say $-K$. For $0<|\kappa|<K$, the partner of the stored vector $(-K,\kappa,0)$ is then $(-K,-\kappa,0)$, not $(K,-\kappa,0)$. The element $P_{xy}$ is $-K\kappa/(K^2+\kappa^2)$ at the first and $+K\kappa/(K^2+\kappa^2)$ at the second. The symmetry is broken, and the inverse transform acquires an imaginary part.

Discarding that part does not repair the projector. It averages $P$ over the two partners, which in the $xy$ block gives

$$\bar P=\frac1{K^2+\kappa^2}\begin{pmatrix}K^2&0\\0&\kappa^2\end{pmatrix}.$$

For $0<|\kappa|<K$ both eigenvalues lie strictly between zero and one, so $\bar P^2\ne\bar P$: a second application changes the result. The vector $(-K,-K,0)$ is its own partner and escapes this fault.

A consistent rule follows from the derivative of the sampled field. Samples $(-1)^m$ at $x=mh$ have the minimal trigonometric interpolant $\cos Kx$. Its derivative, $-K\sin Kx$, vanishes at every grid point. Define $\tilde{\mathbf k}$ by setting each Nyquist component of $\mathbf k$ to zero, and use

$$\tilde P_{ij}=\frac{\tilde k_i\tilde k_j}{\tilde k^2}\qquad(\tilde{\mathbf k}\ne0). \tag{4}$$

The replacement is made in the numerator and the denominator. Partners now have opposite $\tilde{\mathbf k}$, so the result is real. Also $\tilde P^2=\tilde P$ because $\sum_l\tilde k_l\tilde k_l=\tilde k^2$, and $\tilde P$ is symmetric, so the two parts are orthogonal.

The vector $\tilde{\mathbf k}$ vanishes when every index is either zero or Nyquist. This gives $2^3=8$ modes on a grid even in all directions and one mode if all directions are odd. Their discrete divergence and curl both vanish. The uniform mode is treated below; the seven others are assigned to $\mathbf j_T$ by convention.

In tests on random real fields, (4) gave a real, idempotent and orthogonal split. A separate real-space matrix for the derivative of the trigonometric interpolant confirmed that the discrete divergence of $\mathbf j_T$ and curl of $\mathbf j_L$ vanish to rounding. For one sample with unit-variance random components and $N=8$, the untreated projector left an imaginary part of rms $0.20$; repeating its real part changed the field by $0.094$ rms.

**What the rule cannot restore.** Consider $\mathbf j=\hat{\mathbf y}\cos Kx\,\sin\kappa y$ as a continuous field. Its wave vectors are $(\pm K,\pm\kappa,0)$, so the longitudinal fraction of its power is $\kappa^2/(K^2+\kappa^2)$. Rule (4) sees $(0,\pm\kappa,0)$ and calls all of it longitudinal. The discrete split is consistent, but the field is not resolved. An odd grid removes the shared sample, not the need for resolution.

For the trap current in a 12 bohr cube, the table compares coarse splits with that at $h=0.3$ bohr. The error is the largest deviation at common grid points, relative to the central current.

| $h$ (bohr) | fraction of total power in Nyquist planes | error in $\mathbf j_L$ |
|---:|---:|---:|
| 1.5 | 0.21 | 8.6% |
| 1.2 | 0.0745 | 4.9% |
| 0.6 | $2.8\times10^{-6}$ | 0.044% |

The table is for a source centred on a grid point. The Nyquist power is a warning indicator, not an error bound: components beyond $K$ are also folded onto the grid, and for the same source centred halfway between grid points the Nyquist power vanishes by symmetry at any $h$, however coarse.

## 4. The uniform component and the image error

A uniform current has zero divergence and zero curl, so equations for divergence and curl cannot decide where it belongs. In a periodic problem with a uniform vector potential, the coupling is $\mathbf A\cdot\int\mathbf j\,d^3r$. Keeping it in the transverse channel requires the whole $k=0$ component in $\mathbf j_T$. This is the periodic choice, and (4) remains a projector.

For an isolated current the periodic cell is only a device, and the target is (2). Let $V=L^3$. Dropping $k=0$ from $\mathbf j_L$ replaces $G$ by a periodic function $g_p$ with

$$\nabla^2g_p=\delta-\frac1V$$

within one cell. The difference $D=g_p-G$ is smooth up to the nearest image and obeys $\nabla^2D=-1/V$. Inversion symmetry removes odd powers of $\mathbf r$. In a cube the quadratic term must be $cr^2$, and $\nabla^2(cr^2)=6c$ fixes $c=-1/(6V)$:

$$D=\text{constant}-\frac{r^2}{6V}+h_4(\mathbf r)+\cdots. \tag{5}$$

Here $h_4$ is harmonic and of degree four. Since $D$ has dimension inverse length, $h_4$ scales as $r^4/L^5$. Applying $\partial_i\partial_j$ and convolving with the source gives, at fixed positions,

$$\mathbf j_L^{\rm per}=\mathbf j_L-\frac{\mathbf M}{3V}+O(L^{-5}),\qquad \mathbf j_T^{\rm per}=\mathbf j_T+\frac{\mathbf M}{3V}+O(L^{-5}). \tag{6}$$

The average current is $\mathbf M/V$. Assigning one third of it to $\mathbf j_L$ and two thirds to $\mathbf j_T$ cancels the leading error. One third is also the directional average of $k_ik_j/k^2$. The corrected operation is not a projector, since a second application would reduce the uniform longitudinal part from $1/3$ to $1/9$ of the average. It should be applied once, to the original current.

**The next coefficient.** Fourth derivatives of $g_p$ equal the lattice sum of fourth derivatives of $G$. That sum converges absolutely away from the sources, because its terms fall as $R^{-5}$. Both sides have the same Laplacian, so their difference is periodic and harmonic, hence constant. The constant is zero: the cell average of a derivative of $g_p$ vanishes, while that of the image sum becomes a surface integral of third derivatives, of order $R^2R^{-4}\to0$.

The degree-four part of $D$ can therefore be read from the multipole expansion of the images at $\mathbf R=L\mathbf n$, where $\mathbf n$ now denotes a nonzero integer vector. On the $z$ axis,

$$h_4(0,0,z)=-\frac{Sz^4}{4\pi L^5},\qquad S=\sum_{\mathbf n\ne0}\frac{P_4(n_z/|\mathbf n|)}{|\mathbf n|^5}=3.108,$$

with $P_4$ the Legendre polynomial. Two derivatives give $\partial_z^2h_4=-3Sz^2/(\pi L^5)$. This function is harmonic, so averaging it over a spherical source returns its value at the centre. For $\mathbf M$ along $z$, the error left in $j_{T,z}$ is

$$\Delta j_{T,z}(0,0,z)=+\frac{3SMz^2}{\pi L^5}, \tag{7}$$

apart from higher harmonics and negligible source tails. The sign is positive because $\mathbf j_T=\mathbf j-\mathbf j_L$.

**Reading the errors.** For $L=12$ bohr,

$$\frac M{3V}=\frac{0.7071}{3\times12^3}=1.364\times10^{-4}\ \text{a.u.}$$

At the trap centre this is the periodic error to the printed digits, and the one-third share removes it to rounding. For the full vector, that exactness is special to the centre of a spherical source ($j_z$ alone is also exact along the body diagonals, by threefold symmetry): second derivatives of $h_4$ and of all higher harmonics vanish at $\mathbf r=0$. At $z=3$ bohr, (7) gives

$$\frac{3(3.108)(0.7071)(3^2)}{\pi(12^5)}=7.59\times10^{-5}\ \text{a.u.}$$

The grid result is $7.96\times10^{-5}$ a.u., which is 4.9% above this estimate. At $L=24$ bohr the excess is 0.84%. The reduction by a factor of 5.8 lies between the factors 4 and 16 expected from relative corrections of order $(z/L)^2$ and $(z/L)^4$.

Relative to the free-space $j_{T,z}$ at this point, the 12 bohr error falls from 5.2% to 1.9% when the share is used. At 24 bohr it falls from 0.47% to 0.057%.

Two displaced Gaussian currents with different directions and widths test the powers without spherical symmetry. Between $L=18$ and $24$ bohr, the rms error within 2 bohr of the origin decays with power 3.005 for the periodic choice and 5.001 with the share.

These powers hold at fixed position, not at a fixed fraction of the cell. On the face $z=L/2$ the nearest image is as far away as the source and contributes an equal axial tail. For $L=12$ bohr the free value there is $5.21\times10^{-4}$ a.u. The periodic choice gives $1.116\times10^{-3}$, an error of 114%; the share still leaves 88%.

## 5. Cells without cubic symmetry

In an orthogonal cell with unequal sides, the quadratic part of $D$ is $-\mathbf r\cdot\mathbf N\mathbf r/(2V)$. Its Laplacian requires $\operatorname{tr}\mathbf N=1$, but the diagonal elements need not be $1/3$. The leading shift is

$$\mathbf j_L^{\rm per}-\mathbf j_L=-\frac{\mathbf N\mathbf M}{V}. \tag{8}$$

Adding $\mathbf N\mathbf M/V$ to $\mathbf j_L$ cancels it. Inversion symmetry still excludes a cubic term in $D$, so the remainder is $O(L^{-5})$ when the cell is enlarged at fixed shape.

The element $N_{zz}$ can be found for a cell $a\times a\times c$ by viewing the images as sheets of dipoles along $z$. An image in the source's own sheet lies perpendicular to $\mathbf M$, so (3) gives it a longitudinal current $+M/(4\pi a^3|\mathbf m|^3)$ at the source, with $\mathbf m$ a nonzero integer pair. The in-plane average of a sheet's longitudinal current is confined to the sheet. Its in-plane Fourier components decay as $e^{-Q|z|}$, with $Q\ge2\pi/a$. Other sheets thus contribute exponentially little for large $c/a$. Dropping $k=0$ subtracts $M/V$. Comparison with (8) gives

$$N_{zz}\simeq1-\frac V{a^3}\sum_{\mathbf m\ne0}\frac1{4\pi|\mathbf m|^3}. \tag{9}$$

For $a=12$ and $c=24$ bohr this is $-0.43775$, while the grid gives $-0.43757$. The difference comes from the neighbouring sheets. One in-plane component of the Green function is $-e^{-Q|z|}/(2Q)$ per unit area factor $1/a^2$, and two $z$ derivatives turn it into $-(Q/2)e^{-Q|z|}/a^2$. Four vectors with $Q=2\pi/a$ and two sheets at distance $c=2a$ add

$$\frac V{a^2}\,8\,\frac Q2e^{-Qc}=16\pi e^{-4\pi}=1.8\times10^{-4}$$

to $N_{zz}$, as observed.

The negative value has a practical consequence. For $\mathbf M$ along $z$, the periodic choice leaves an error of magnitude $0.438M/V$ at the centre. The cubic share would leave $(1/3+0.438)M/V=0.771M/V$, which is worse.

## 6. Removing images with a truncated kernel

If the needed distances are bounded, $G$ can be cut off beyond them. Let $G_R=G$ for $r<R$ and zero otherwise. Its transform is

$$\hat G_R(k)=-\int_0^R4\pi r^2\,\frac1{4\pi r}\,\frac{\sin kr}{kr}\,dr=-\frac{1-\cos kR}{k^2}.$$

Two derivatives multiply this by $(ik_i)(ik_j)=-k_ik_j$, so the projector is replaced by

$$T_{ij}(\mathbf k)=k_ik_j\frac{1-\cos kR}{k^2}. \tag{10}$$

As $k\to0$, the fraction tends to $R^2/2$ and $T_{ij}\to0$. The uniform component now has a definite value because a length, $R$, has entered.

Suppose every source-to-observation distance is at most $D_{\max}$, and let $L_{\min}$ be the shortest cell side. All wanted contributions survive if $R>D_{\max}$. An image is at least $L_{\min}-D_{\max}$ away, so it is excluded if $R$ is smaller than this. The condition is

$$D_{\max}<R<L_{\min}-D_{\max}. \tag{11}$$

Cubic symmetry is not needed. The divergence of $\mathbf j-\mathbf j_L$ now has the Fourier components $i\mathbf k\cdot\hat{\mathbf j}\cos kR$. The factor $\cos kR$ acts only at distance $R$, so this divergence vanishes where (11) holds, but not near the cutoff sphere around the source. A Gaussian has no sharp edge, so its tail and the grid resolution set the remaining error. In an $18\times18\times24$ bohr cell with $R=9$ bohr, the two displaced currents are split with a largest error of $4.5\times10^{-14}$ a.u. within 2 bohr of the centre.

Outside this range (10) does not give the free-space field. For the trap current in an 18 bohr cube, the point $z=8.1$ bohr is 0.9 bohr inside the cutoff as seen from the source and, at distance 9.9 bohr, 0.9 bohr outside it as seen from the nearest image. Both margins are less than the extent of the source, so both inequalities of (11) fail. For $\omega=1$, the average of $g$ over a sphere of radius $r$ about a point at distance $s$ from its centre is $\pi^{-3/2}e^{-(r^2+s^2)}\sinh(2rs)/(2rs)\simeq\pi^{-3/2}e^{-(r-s)^2}/(4rs)$. Integrating this against $4\pi r^2G$ up to $R$ gives $G_R*g\simeq-[1-H(s-R)]/(4\pi s)$, with $H(u)=(1+\operatorname{erf}u)/2$. The lost part of the source changes $j_{L,z}$ by $M\,\partial_s^2[H/(4\pi s)]=+2.73\times10^{-3}$ a.u. at $s=8.1$ bohr. The admitted part of the image adds $-M\,\partial_s^2[(1-H)/(4\pi s)]=-2.87\times10^{-3}$ a.u. at $s=9.9$ bohr. With $R=L/2$ the two margins are equal at every point of the axis, so $H''$ has the same magnitude in both contributions and enters them with opposite signs; the terms in $H'$ add instead. The close cancellation is therefore particular to this point: the same expressions sum to $+2.1\times10^{-4}$ a.u. at $z=7.5$ bohr and to $-1.3\times10^{-3}$ a.u. at $z=8.7$ bohr. The remainder has magnitude $1.4\times10^{-4}$ a.u., as on the grid, which is still 65% of the magnitude $M/(2\pi z^3)=2.1\times10^{-4}$ a.u. of the free longitudinal tail; either contribution alone is 13 to 14 times that tail. If the field is wanted there, the box and $R$ must grow.

## 7. Procedure

1. Sample $\mathbf j$ on the grid, padding with empty space if the current is isolated. Transform its three components.
2. Form $\tilde{\mathbf k}$ by zeroing Nyquist components on even axes. Inspect the power in the Nyquist planes and, even if it is small, repeat with a smaller $h$.
3. For a periodic system, apply (4) and leave $k=0$ in $\mathbf j_T$. For an isolated current in a large cube, the one-third share removes the leading image error near the source. If (11) can be met, use (10) with $\tilde{\mathbf k}$ in place of $\mathbf k$ and zero at $k=0$.
4. Transform $\mathbf j_L$ back, check that its imaginary part is at rounding level, and set $\mathbf j_T=\mathbf j-\mathbf j_L$.

Grid and box errors need separate checks: vary $h$ at fixed $L$, then $L$ at fixed $h$. A vanishing discrete divergence of $\mathbf j_T$ establishes neither: (4) makes the divergence taken with the trigonometric-interpolant derivative vanish by construction at any $h$ (a finite-difference divergence does not vanish), and adding any uniform current leaves it unchanged. The numerical output below gives the values for all three cubic cells.

## Values computed for the example and the checks

```
trap frequency omega = 1.000 hartree
total current M from wavefunction = 0.707107 a.u.
grid spacing = 0.300 bohr
largest continuity residual = 1.77e-08 a.u.
j_z at centre = 0.126987 a.u.
free-space j_L,z at centre = 0.042329 a.u.
free-space j_T,z at z = 3.0 bohr = 4.166298e-03 a.u.
free-space j_T,z at z = 5.0 bohr, M along z = 9.003163e-04 a.u.
free-space j_T,x at z = 5.0 bohr, M along x = -4.501582e-04 a.u.
N = 8 random field: untreated imaginary rms = 0.2024
N = 8 random field: untreated repeat defect = 0.0937
N = 8 random field: treated imaginary rms = 0.0e+00
N = 4: scalar modes with zero discrete gradient = 8
N = 5: scalar modes with zero discrete gradient = 1
cubic lattice sum S = 3.1082
L = 12 bohr: j_T error at centre, k=0 to j_T = 1.3640e-04 a.u.
  M/(3V) = 1.3640e-04; centre error after 1/3 share = 1.0e-15 a.u.
  error at z = 3.0 bohr: k=0 to j_T 2.1601e-04 a.u.
  same, 1/3 share 7.9607e-05; predicted 7.5911e-05 a.u.
  cell face: free j_T,z = 5.2102e-04 a.u.
  cell face: k=0 to j_T 1.1160e-03; 1/3 share 9.7958e-04 a.u.
L = 18 bohr: j_T error at centre, k=0 to j_T = 4.0415e-05 a.u.
  M/(3V) = 4.0415e-05; centre error after 1/3 share = 3.1e-16 a.u.
  error at z = 3.0 bohr: k=0 to j_T 5.0578e-05 a.u.
  same, 1/3 share 1.0163e-05; predicted 9.9965e-06 a.u.
L = 24 bohr: j_T error at centre, k=0 to j_T = 1.7050e-05 a.u.
  M/(3V) = 1.7050e-05; centre error after 1/3 share = 1.2e-16 a.u.
  error at z = 3.0 bohr: k=0 to j_T 1.9442e-05 a.u.
  same, 1/3 share 2.3922e-06; predicted 2.3722e-06 a.u.
trap: decay power of error with 1/3 share = 5.028
two displaced currents: decay power, k=0 to j_T = 3.005
two displaced currents: decay power, 1/3 share = 5.001
cell 12 x 12 x 24 bohr: N_xx = 0.71878, N_zz = -0.43757
N_zz from square-lattice sum = -0.43775; trace N = 1.000000
truncated kernel: R = 9.0 bohr, cell 18 x 18 x 24 bohr
  largest error within 2 bohr of centre = 4.5e-14 a.u.
  18 bohr cube, z = 8.1 bohr (out of range): error = 1.38e-04 a.u.
h = 1.50 bohr: Nyquist power 2.12e-01, j_L error 1.09e-02 a.u.
h = 1.20 bohr: Nyquist power 7.45e-02, j_L error 6.25e-03 a.u.
h = 0.60 bohr: Nyquist power 2.79e-06, j_L error 5.57e-05 a.u.
```
